\section*{Energy threshold for dissociative electron attachment to an acid-generator bond}

Suppose that breaking a certain bond costs 3.0 eV and that one of the two fragments, once free, releases 1.8 eV when it takes up an electron at rest. A slow electron that breaks the bond and stays on that fragment must supply the difference, $3.0-1.8=1.2$ eV. Now let the fragment release 3.4 eV instead. The difference is $3.0-3.4=-0.4$ eV, but an electron cannot arrive with a kinetic energy of $-0.4$ eV. The energy account is already in surplus when the electron arrives with none, so the least energy it needs is zero, and the surplus of 0.4 eV goes to the products.

This matters for acid generators in resists exposed to energetic radiation, because the radiation sets free electrons that lose energy in the film. A slow electron can still break a bond if the energy gained by forming an anion pays for part or all of the bond. Where the anion is a halide, for example, it becomes a hydrogen halide acid when it combines with a proton supplied elsewhere in the film. The threshold derived here concerns the first event, the breaking of the bond by the electron.

Let AB be a neutral acid generator, with A and B the two fragments joined by the bond in question. The reaction is
\begin{equation}
e^-+\mathrm{AB}\longrightarrow \mathrm{A}+\mathrm{B}^- .
\label{reaction}
\end{equation}
The molecule is first taken to be isolated and in its lowest electronic, vibrational and rotational state. Write $E(X)$ for the ground-state energy of species $X$ without its overall translational energy, but including its zero-point vibration. A free electron at rest has energy zero. The bond dissociation energy and the electron affinity are then
\begin{align}
D_0&=E(\mathrm A)+E(\mathrm B)-E(\mathrm{AB}),\label{bond}\\
\mathrm{EA}&=E(\mathrm B)-E(\mathrm B^-).\label{affinity}
\end{align}
With these signs $D_0$ is positive for a bound molecule, and EA is positive when the anion lies below the neutral fragment plus a free electron. The affinity is adiabatic: each species has its own relaxed geometry.

The energy needed to turn the reactants into products, all at rest, is
\begin{equation}
q=E(\mathrm A)+E(\mathrm B^-)-E(\mathrm{AB}).
\label{qdef}
\end{equation}
To express it through the two measurable quantities, add and subtract $E(\mathrm B)$:
\begin{align}
q&=\bigl[E(\mathrm A)+E(\mathrm B)-E(\mathrm{AB})\bigr]
 -\bigl[E(\mathrm B)-E(\mathrm B^-)\bigr]\notag\\
&=D_0-\mathrm{EA}.
\label{cycle}
\end{align}
The first bracket is the cost of breaking the bond, the second the gain from attaching the electron. The real process need not take place in these two steps. Energy depends on the initial and final states, so any path between them gives the same difference. The neutral fragment B is an intermediate entry in the account, and its energy cancels. An error in $E(\mathrm B)$ alone would therefore change $D_0$ and EA equally and leave $q$ untouched.

Now include motion. In the centre-of-mass frame let $E\ge0$ be the relative kinetic energy of the electron and the molecule, and let $K\ge0$ be the relative kinetic energy of the products. If the products carry internal excitation $\varepsilon_{\rm p}\ge0$, energy conservation reads
\begin{equation}
E=q+K+\varepsilon_{\rm p}.
\label{conservation}
\end{equation}
Since neither of the last two terms can be negative, $E\ge q$. Independently, $E\ge0$. Both conditions hold together when $E$ is at least the larger of the two numbers, so
\begin{equation}
\boxed{E_{\rm th}=\max(0,\,D_0-\mathrm{EA})}.
\label{threshold}
\end{equation}
It remains to see that this bound can be reached as far as energy is concerned. If $q>0$, put $E=q$ and $K=\varepsilon_{\rm p}=0$: the products appear at rest relative to each other. If $q\le0$, put $E=0$, $\varepsilon_{\rm p}=0$ and $K=-q=\mathrm{EA}-D_0$, which is not negative. For the second opening example this gives $K=3.4-3.0=0.4$ eV. The zero in \eqref{threshold} thus replaces a negative collision energy; it does not replace the reaction energy $q$, which remains negative and measures the energy released.

The two branches meet at $D_0=\mathrm{EA}$. There the threshold is continuous, but its slope as a function of $D_0$ jumps from 0 to 1. Strengthening a bond that is already on the positive side raises the threshold by the same amount; weakening one that is on the negative side leaves the threshold at zero and increases the energy released. In the limit $\mathrm{EA}\to0^+$ the threshold tends to $D_0$, because attachment no longer helps to pay for the bond. The formula should not be continued to negative EA. The anion would then lie above the neutral fragment plus a free electron, and there would be no stable product $\mathrm B^-$ to which \eqref{reaction} could refer.

An experiment may quote the electron energy in the laboratory, with the molecule initially at rest, instead of the energy in the centre-of-mass frame. Let $m_e$ be the electron mass, $M$ the molecular mass and $p$ the incident momentum, so that $E_{\rm lab}=p^2/(2m_e)$. The products have total mass $M+m_e$, if the minute mass equivalent of the reaction energy is neglected, and by momentum conservation they carry total momentum $p$. Their kinetic energy is that of their common motion plus $K$. For ground-state products,
\begin{equation}
E_{\rm lab}=q+K+\frac{p^2}{2(M+m_e)}
=q+K+\frac{m_e}{M+m_e}E_{\rm lab}.
\end{equation}
The last step used $p^2=2m_eE_{\rm lab}$. Collecting the terms in $E_{\rm lab}$ gives
\begin{equation}
\frac{M}{M+m_e}E_{\rm lab}=q+K,
\qquad
E_{\rm lab}=\left(1+\frac{m_e}{M}\right)(q+K).
\end{equation}
The least value is therefore $E_{\rm th}(1+m_e/M)$. For a molecule of 95 amu and $q=1.2$ eV, a numerical search over the fragment momenta gives 1.200007 eV. The recoil of the molecule costs 7 $\mu$eV, which can be ignored here. For $q=-0.4$ eV the same search gives zero. These two searches test the kinematic argument on both of its branches.

The threshold belongs to a stated pair of products. If A can also bind an electron, there is a second channel, $e^-+\mathrm{AB}\to\mathrm A^-+\mathrm B$, for which the same argument gives $\max[0,D_0-\mathrm{EA}(\mathrm A)]$. The bond is the same and so is $D_0$. Since $\max(0,D_0-x)$ does not increase when $x$ increases, the fragment with the larger affinity gives the lower threshold, or an equal one if both are zero. For the bond as a whole, the affinity to use is the larger one. For one specified anion, it is the affinity of that anion's neutral parent.

Zero-point energy also has to be counted properly. An electronic-structure calculation with fixed nuclei gives first the electronic dissociation energy $D_e$, the difference between the minimum of the molecular energy surface and the separated fragments at their own minima. Adding the zero-point energy $Z$ of each species gives
\begin{equation}
D_0=D_e+Z(\mathrm A)+Z(\mathrm B)-Z(\mathrm{AB}).
\label{zpe}
\end{equation}
The molecule already holds its zero-point energy before the electron arrives, and this helps to pay for the bond. The fragments must keep theirs, so the correction is the difference. If B is an atom, $Z(\mathrm B)=Z(\mathrm B^-)=0$. If it is a molecule, its affinity must contain the zero-point difference between neutral and anion.

Two small molecules, with F$^-$ taken as the anion in both, show the two branches. Fluoromethane, CH$_3$F, has a strong carbon--fluorine bond. Molecular fluorine, F$_2$, has a much weaker bond and serves as a contrast; neither is put forward as a resist acid generator. Nor does CH$_3$F stand for carbon--halogen bonds in general: the bonds of carbon to chlorine and bromine are weaker, while the affinities of these atoms are similar to that of fluorine, so $D_0-\mathrm{EA}$ can be close to zero or negative. The geometries and harmonic zero-point energies were computed by the Hartree--Fock method in the 6-31G* basis. The energies come from second-order M{\o}ller--Plesset perturbation theory (MP2) with frozen core electrons, in the aug-cc-pVDZ basis, with cc-pVDZ on hydrogen. At this level $\mathrm{EA}(\mathrm F)=3.54$ eV.

For CH$_3$F the electronic dissociation energy is 4.94 eV. The zero-point energies are 0.84 eV for CH$_3$ and 1.15 eV for CH$_3$F, so
\begin{align}
D_0&=4.94+0.84-1.15=4.63\ \text{eV},\\
q&=4.63-3.54=1.09\ \text{eV}.
\end{align}
The difference is positive, and the threshold for CH$_3+{}$F$^-$ is 1.09 eV at this level of theory. Had the zero-point energies been left out, the result would have been $4.94-3.54=1.40$ eV, too high by 0.31 eV relative to the value that includes them.

For F$_2$ the electronic dissociation energy is 1.40 eV and the zero-point energy 0.08 eV. Both fragments are atoms, hence
\begin{align}
D_0&=1.40-0.08=1.32\ \text{eV},\\
q&=1.32-3.54\approx-2.2\ \text{eV}.
\end{align}
The threshold is zero, and an electron of negligible energy that produces F$+{}$F$^-$ leaves, at this level of theory, about 2 eV to be shared by the products. The affinity is the same as in the first case; the change of branch comes from the bond.

The cycle \eqref{cycle} assumes that the products are far enough apart for their energies to add. For CH$_3$F this was tested by computing CH$_3$ and F$^-$ together as one system, 20 \AA\ apart, with the extra electron initially placed on fluorine. Relative to the molecule, and without zero-point energy, this system lies at 1.4005 eV. The separate fragments give $D_e-\mathrm{EA}=1.3999$ eV. The agreement to better than 1 meV confirms the additivity of the fragment energies. Because of the way the calculation was started, it does not show which fragment the electron would prefer.

These energies are not measured values. They leave out spin--orbit coupling, anharmonic vibration, electron correlation beyond MP2, the effect of correlation on the geometries and vibrational frequencies, and what a larger basis would add. The decimals serve the arithmetic and are not a claim of accuracy, for the basis is not converged. With aug-cc-pVTZ (cc-pVTZ on hydrogen) at the same geometries, $\mathrm{EA}(\mathrm F)$ rises to about 3.64 eV, $D_e$ of CH$_3$F to about 5.18 eV and $D_e$ of F$_2$ to about 1.75 eV. Then $q$ moves from 1.09 to about 1.23 eV for CH$_3$F and from $-2.2$ to about $-2.0$ eV for F$_2$. The Hartree--Fock bond of F$_2$, 1.35 \AA, is also too short; at 1.40 \AA\ the larger basis gives $q\approx-1.9$ eV. The branch is less sensitive than the number: to change it, the error in $D_0-\mathrm{EA}$ would have to exceed about 1.1 eV for CH$_3$F, or 2.2 eV for F$_2$. A bond with $D_0$ close to EA would need a much more careful calculation before even the sign could be trusted.

Energy conservation says when the products are permitted. It does not say how readily they form. A model with one nuclear coordinate makes the distinction visible. Let $x$ be the stretch of the bond from equilibrium and let $y=e^{-ax}$, where $a$ sets the range of the potential. Take for the neutral molecule a Morse curve and for the anion a repulsive curve,
\begin{equation}
V_0=D_e(1-y)^2,\qquad
V_-=D_e-\mathrm{EA}+C y^2,
\label{curves}
\end{equation}
where $C>0$ is the height of the repulsion at $x=0$. At large separation $y\to0$, so the neutral curve tends to $D_e$ and the anion curve to $D_e-\mathrm{EA}$, as the definitions require.

The zero-point level of the neutral curve follows from a trial solution. With reduced mass $\mu$ and $\kappa=\hbar/\sqrt{2\mu}$, the Schr\"odinger equation is $\kappa^2\chi''=(V_0-E_0)\chi$. Let $\chi'/\chi=-W/\kappa$ with $W=A_0-By$. Differentiating once more, and using $y'=-ay$, gives
\begin{align}
\kappa^2\frac{\chi''}{\chi}&=W^2-\kappa W'\notag\\
&=A_0^2-(2A_0B+\kappa aB)y+B^2y^2 .
\end{align}
This must equal $D_e-E_0-2D_ey+D_ey^2$. The $y^2$ terms give $B=\sqrt{D_e}$, the $y$ terms give $A_0=\sqrt{D_e}-\kappa a/2$, and the constants give
\begin{equation}
E_0=D_e-A_0^2=\kappa a\sqrt{D_e}-\frac{\kappa^2a^2}{4}.
\label{morse}
\end{equation}
For $A_0>0$ the solution decays on both sides and has no node, so it is the ground state. The dissociation energy of the model is $D_0=D_e-E_0$.

The numbers chosen are $D_e=3.0$ eV, $C=1.0$ eV, $a=1.7$ \AA$^{-1}$ and $\mu=12$ amu. They give $E_0=0.0387$ eV and $D_0=2.9613$ eV. For $\mathrm{EA}=1.8$ eV the formula places the threshold at $2.9613-1.8=1.1613$ eV. Diagonalizing the nuclear motion on the anion curve puts the first final state at the same energy, to the digits printed. For $\mathrm{EA}=3.4$ eV the difference is negative and the threshold is zero. The first final state that an electron of non-negative energy can reach lies at 0.0037 eV. It is not at zero because the calculation confines the fragments to a finite range of distances, which turns the continuum into closely spaced levels.

Now suppose that the electron attaches so quickly that the nuclei keep their initial wave function $\chi_0$. The weight of a final nuclear state $f$ is the Franck--Condon factor $|\langle f|\chi_0\rangle|^2$, and the collision energy that reaches it is $E_f-E_0$. Let $H_0$ and $H_-$ be the nuclear Hamiltonians for the two curves. They have the same kinetic energy, and the final states form a complete set, so the mean energy of the distribution is
\begin{equation}
\bar E=\sum_f(E_f-E_0)|\langle f|\chi_0\rangle|^2
=\langle H_--H_0\rangle=\langle V_--V_0\rangle ,
\label{mean}
\end{equation}
with averages taken in $\chi_0$. In a bound stationary state the mean momentum is constant, so the mean force vanishes. Here $V_0'=2aD_e(y-y^2)$, and therefore $\langle y\rangle=\langle y^2\rangle$. Writing $v=\langle V_0\rangle$, we find
\begin{equation}
\frac{v}{D_e}=1-2\langle y\rangle+\langle y^2\rangle=1-\langle y^2\rangle,
\qquad
\langle y^2\rangle=1-\frac{v}{D_e}.
\end{equation}
Inserting this in \eqref{mean} gives
\begin{equation}
\bar E=D_e-\mathrm{EA}+C-v\left(1+\frac{C}{D_e}\right).
\label{meanfinal}
\end{equation}
The first three terms are the vertical distance between the curves at equilibrium. The last is a zero-point correction. In the harmonic approximation half of the zero-point energy is potential energy, so $v\approx0.0387/2\approx0.019$ eV and the correction is about $0.019\times4/3\approx0.026$ eV. The predicted means are $2.2-0.026=2.174$ eV for the smaller affinity and $0.6-0.026=0.574$ eV for the larger. Both agree with the means found from the computed final states.

The mean thus lies about 1.0 eV above threshold in the first case and 0.57 eV above it in the second. The width can be estimated too. Since $H_0\chi_0=E_0\chi_0$, we have $(H_--E_0)\chi_0=(V_--V_0)\chi_0$, so the mean square of $E_f-E_0$ is $\langle(V_--V_0)^2\rangle$, and the spread of the distribution equals the spread of the curve separation in $\chi_0$. Near equilibrium $V_0\approx D_ea^2x^2$, so $\langle x^2\rangle\approx v/(D_ea^2)$. To first order in $x$ the curve separation varies as $-2aCx$, and its spread is
\begin{equation}
\sigma_E\approx2aC\sqrt{\langle x^2\rangle}
\approx2C\sqrt{v/D_e}\approx0.16\ \text{eV}.
\end{equation}
In both cases the threshold region lies several widths below the mean. For $\mathrm{EA}=3.4$ eV the first 0.1 eV above threshold contains a fraction of about $5\times10^{-4}$ of the total strength. For $\mathrm{EA}=1.8$ eV the computed fraction is only about $10^{-16}$. A threshold of zero is therefore compatible with very little strength near zero energy. It does not imply it: the small fraction follows from the vertical gap of 0.6 eV chosen here, and by \eqref{meanfinal} a gap no larger than the width would place much of the strength at the lowest energies.

These fractions describe the overlap of nuclear wave functions in this model. They are not cross sections, which depend also on how strongly the electron is captured at each energy and on whether it escapes again before the fragments separate. The observed onset may consequently lie above $E_{\rm th}$, as far as the sensitivity of the measurement allows it to be seen. For cold, isolated molecules it cannot lie below, apart from the spread of the electron energies in the experiment.

A warm molecule can start with internal energy $\varepsilon_{\rm i}>0$. This is added to the left side of \eqref{conservation}, and the same reasoning gives the threshold $\max(0,D_0-\mathrm{EA}-\varepsilon_{\rm i})$ for that initial state. A warm sample contains molecules with different $\varepsilon_{\rm i}$, so its onset is blurred towards lower energy when $D_0>\mathrm{EA}$. When $D_0<\mathrm{EA}$ the threshold is zero already and stays there, but the strength near zero energy can still grow: a vibrating bond reaches larger stretches, and in the model the gap between the two curves shrinks as the bond stretches, until they cross.

In a resist film the surroundings change the energy of every participant. Let $w_X$ be the change in the energy of $X$ when it is moved from vacuum into the film, with $w_e$ referring to the lowest energy of a mobile electron there. If the electron's kinetic energy is counted from that level, the reaction energy becomes
\begin{equation}
q_{\rm film}=D_0-\mathrm{EA}+w_{\mathrm A}+w_{\mathrm B^-}-w_{\mathrm{AB}}-w_e .
\end{equation}
If thermal energy is left out, the threshold is again the larger of zero and this quantity. Polarization of the film around the anion makes a negative contribution to $w_{\mathrm B^-}$ and so favours the reaction. For a small anion this is not a minor correction. A single charge in a spherical cavity of radius $R$, in a medium of relative permittivity $\epsilon_r$, is lowered in energy by $e^2(1-1/\epsilon_r)/(8\pi\epsilon_0R)$, which is 2.4 eV for $R=2$ \AA\ and $\epsilon_r=3$. Unless the other shifts offset it, a gas-phase threshold of about 1 eV can vanish in the film. The gas-phase value should therefore not be used for a film without an estimate of all four shifts.

An onium acid generator needs a different account because its light-sensitive part is a cation. Attachment gives two neutral fragments, $e^-+\mathrm{AB}^+\to\mathrm A+\mathrm B$. Let $D_+$ be the energy needed to separate AB$^+$ into A$^+$ and B. The electron then neutralizes A$^+$ and releases the ionization energy $I(\mathrm A)$, so that
\begin{equation}
q_+=D_+-I(\mathrm A),\qquad E_{\rm th}=\max(0,q_+).
\end{equation}
The structure is the same as before, but the electron affinity of a neutral fragment has been replaced by an ionization energy, and $D_+$ refers to the bond in the cation. This account holds for an isolated cation. An onium generator is a salt, and the attraction between the cation and its counter-anion is lost when the cation is neutralized, which raises the reaction energy. For two single charges 4 \AA\ apart in vacuum the attraction is $e^2/(4\pi\epsilon_0r)=3.6$ eV; a polarizable film screens it. A threshold for the film must include this contribution as well as the shifts of the separate species. The numerical output gives the energies used above for the neutral molecules and for the model curves.

\section*{Computed values}
\begin{verbatim}
Kinematic model masses A, B: 15.0, 80.0 amu
Kinematic D0=3.0 eV, EA=1.8 eV: lab threshold=1.200007 eV
  Energy released at zero collision energy: 0.00 eV
Kinematic D0=3.0 eV, EA=3.4 eV: lab threshold=0.000000 eV
  Energy released at zero collision energy: 0.40 eV
Nuclear model: De=3.0 eV, repulsion at equilibrium=1.0 eV
  Morse steepness=1.7 1/angstrom, equilibrium=1.95 angstrom
  Reduced mass=12.0 amu
  ZPE=0.0387 eV, D0=2.9613 eV
Nuclear model EA=1.8 eV: formula=1.1613 eV, first state=1.1613 eV
  Mean Franck-Condon energy=2.174 eV
  Strength within 0.1 eV above threshold=8.81e-17 (fraction)
Nuclear model EA=3.4 eV: formula=0.0000 eV, first state=0.0037 eV
  Mean Franck-Condon energy=0.574 eV
  Strength within 0.1 eV above threshold=5.07e-04 (fraction)
Molecules: MP2 energies, HF/6-31G* geometry and ZPE
  Energy basis: aug-cc-pVDZ, with cc-pVDZ on H
EA(F)=3.544 eV
CH3 ZPE=0.842 eV
CH3F: broken bond length=1.365 angstrom, ZPE=1.154 eV
  De=4.944 eV, ZPE change=-0.311 eV, D0=4.633 eV
  D0-EA=1.089 eV
  Thermodynamic threshold=1.089 eV
  Products at 20 angstrom: direct=1.4005 eV, De-EA=1.3999 eV
F2: broken bond length=1.347 angstrom, ZPE=0.076 eV
  De=1.396 eV, ZPE change=-0.076 eV, D0=1.319 eV
  D0-EA=-2.225 eV
  Thermodynamic threshold=0.000 eV
\end{verbatim}
